# A noninteger Avrami exponent does not imply fractal domains

A ferroelectric film is poled one way, and at $t=0$ a voltage step of the opposite sign is applied. Reversed domains nucleate, their walls move sideways, and the integrated switching current gives the fraction $c(t)$ of the area that has switched. The data are plotted as $\ln[-\ln(1-c)]$ against $\ln t$. The points lie close to a straight line, and its slope is 1.5, or 2.4. What does this say about the shape of the domains?

## The belief and its appeal

A tempting answer is that the slope is the dimension of the domains, so that a noninteger slope means fractal domains. The answer rests on a correct special case. Suppose that all nuclei are present at $t=0$, with mean number $N_0$ per unit volume, and that each domain is a $d$-dimensional ball of radius $vt$. Its volume is $C_d(vt)^d$, with $C_1=2$, $C_2=\pi$ and $C_3=4\pi/3$. As derived below,

$$
1-c=\exp[-N_0C_d(vt)^d],
$$

and the slope is $d$.

A fractal can also produce a noninteger slope. Let the switchable material be a set in which the mean mass within distance $r$ of a point grows as $r^D$. Take a domain to be the part of the set within straight-line distance $r=vt$ of its nucleus. If $M(r)$ is the mass around a particular point, and $N_0$ now denotes the mean number of nuclei per unit mass, then $1-c=\langle e^{-N_0M}\rangle$, averaged over points. At early times the exponential may be expanded, so $c\simeq N_0\langle M\rangle\propto t^D$.

The Sierpinski gasket, with $D=\ln3/\ln2=1.585$, illustrates this. Counting pairs of points closer than 0.02 and 0.08 of its side, on a gasket built in nine generations, gives an average mass exponent of 1.581 over that range (1.578 with eleven or thirteen generations). The local exponent oscillates between about 1.4 and 1.9, because the gasket repeats itself only when lengths change by factors of 2. The power law $r^D$ therefore describes its mean mass averaged over scales, and the early switching slope oscillates in the same way. Later the average of the exponential differs from the exponential of the average, because $M$ varies from point to point, and the simple law need not persist.

So a fractal is a possible cause of a noninteger slope. The belief fails in the reverse direction, because compact domains can give the same slope.

## What the slope measures

Assume that nuclei appear independently and uniformly in space, as a Poisson process, with $N_0$ per unit volume at $t=0$ and rate $R(s)$ per unit volume afterwards. Growth is isotropic, there is no back-switching, and the sample is much larger than the domains. All walls have the same speed $v(t)$ at a given time, whatever the age of their domain. Define the wall path $\rho(t)=\int_0^t v(t')\,dt'$. A domain born at time $s$ then has radius $\rho(t)-\rho(s)$.

Choose a point. It is still unswitched at time $t$ if no nucleus appeared close enough, and early enough, to have reached it. The expected number of nuclei that could have reached it is

$$
A(t)=C_d\left\{N_0\,\rho(t)^d+\int_0^t R(s)\,[\rho(t)-\rho(s)]^d\,ds\right\}.
$$

A Poisson variable of mean $A$ is zero with probability $e^{-A}$, so

$$
1-c=e^{-A},\qquad n\equiv\frac{d\ln[-\ln(1-c)]}{d\ln t}=\frac{d\ln A}{d\ln t}.
$$

This is the Kolmogorov–Avrami–Ishibashi (KAI) description. The exponent $n$ is the logarithmic slope of an expected number. It combines the geometry of one domain with the histories of nucleation and wall motion.

The count includes fictitious nuclei, which would have been born in regions already switched. They do no harm here. Let a domain born at $s_1$ cover the place where a fictitious nucleus appears at $s_2>s_1$. Their separation is at most $\rho(s_2)-\rho(s_1)$. A point reached by the fictitious domain lies within $\rho(t)-\rho(s_2)$ of its centre, so by the triangle inequality it lies within

$$
[\rho(t)-\rho(s_2)]+[\rho(s_2)-\rho(s_1)]=\rho(t)-\rho(s_1)
$$

of the older centre. The older domain has already reached it.

The argument fails if each wall slows with the age of its own domain, since a newborn fictitious domain can then overtake the older wall. The formula counts that excess as switched area.

## Mixed nucleation

Let $v$ and $R$ be constant, so that $\rho=vt$. The integral is

$$
\int_0^t R\,v^d(t-s)^d\,ds=\frac{Rv^dt^{d+1}}{d+1}.
$$

Taking out the contribution of the initial nuclei gives

$$
A=C_dN_0v^dt^d(1+x),\qquad x=\frac{Rt}{(d+1)N_0}.
$$

Since $x$ is proportional to $t$, $dx/d\ln t=x$, and therefore

$$
n=d+\frac{x}{1+x}.
$$

For $x\ll1$ the initial nuclei dominate and $n\to d$. For $x\gg1$ later nucleation dominates and $n\to d+1$. Between these limits $n$ is noninteger, although every domain is a ball, cut where it meets its neighbours.

For a number, take a film whose domains extend through its thickness, so that $d=2$. Choose $N_0=1\ \mu\mathrm{m}^{-2}$, $R=8\ \mu\mathrm{m}^{-2}\,\mu\mathrm{s}^{-1}$ and $v=1\ \mu\mathrm{m}/\mu\mathrm{s}$. With $t$ in µs,

$$
A=\pi\left(t^2+\tfrac83t^3\right).
$$

Half the area has switched when $A=\ln2$. Numerical solution gives $t=0.340\ \mu\mathrm{s}$. There $x=8(0.340)/3=0.907$, and

$$
n=2+\frac{0.907}{1.907}=2.476.
$$

The local exponent is 2.230 at 5 percent switched and 2.617 at 95 percent.

An experimenter who fits one straight line sees less of this drift. A least-squares line through $\ln[-\ln(1-c)]$, at times equally spaced in $\ln t$ and with $0.05<c<0.95$, has slope 2.41. The fitted curve differs from the true $c$ by at most about 0.009, or 0.9 percent of complete switching. A smooth systematic error of that size in the measured $c$ could hide the drift. Read as a dimension, 2.41 would be wrong: the domains are discs, and the film offers them no third direction in which to grow.

## A constant noninteger exponent

One might hope that drift always exposes a false fractal. It does not. Let the wall path be $\rho=at^p$ and let the cumulative number of nuclei per unit volume be $Kt^q$, with $p,q>0$. The wall speed is $apt^{p-1}$, which falls with time if $p<1$. The nucleation rate is $R=qKt^{q-1}$, which falls if $q<1$. With no separate initial population,

$$
A=C_da^dKq\int_0^t s^{q-1}(t^p-s^p)^d\,ds.
$$

Substitute $u=(s/t)^p$, so that $s=tu^{1/p}$ and $ds=(t/p)u^{1/p-1}du$. Then

$$
s^{q-1}ds=\frac{t^q}{p}\,u^{q/p-1}du,\qquad
(t^p-s^p)^d=t^{pd}(1-u)^d .
$$

The remaining integral over $u$ from 0 to 1 is the beta function $B(q/p,d+1)$:

$$
A=C_da^dK\,\frac qp\,B\!\left(\frac qp,d+1\right)t^{pd+q},
\qquad n=pd+q .
$$

In this model $n$ is constant at all times. To recover initial nucleation, let $q\to0$ and write $z=q/p$. Since $z\Gamma(z)=\Gamma(z+1)$,

$$
zB(z,d+1)=\frac{\Gamma(z+1)\Gamma(d+1)}{\Gamma(z+d+1)}\to1,
$$

so $A\to C_da^dKt^{pd}$, with $K$ now the density of initial nuclei.

One measured number cannot determine three unknowns. The value $n=3/2$ follows from initial nuclei and slowing walls in two dimensions,

$$
d=2,\quad p=\tfrac34,\quad q=0:\qquad n=\tfrac34\cdot2=\tfrac32,
$$

and also from slowing walls with decaying nucleation,

$$
d=2,\quad p=q=\tfrac12:\qquad n=\tfrac12\cdot2+\tfrac12=\tfrac32 .
$$

If the prefactors of $t^{3/2}$ are equal, the two switching curves coincide at every time. No analysis of a single curve, however precise, can then separate them.

Simulations with randomly placed nuclei show the same thing without using the formula for $A$. In the first case, 40,000 initial nuclei at $1\ \mu\mathrm{m}^{-2}$, with $a=1\ \mu\mathrm{m}/\mu\mathrm{s}^{3/4}$, gave a fitted slope of 1.495. In the second, $a=1\ \mu\mathrm{m}/\mu\mathrm{s}^{1/2}$ and $K=8\ \mu\mathrm{m}^{-2}\mu\mathrm{s}^{-1/2}$ gave 1.503.

The geometry can be examined separately. With initial nuclei, the pattern at any moment is a union of equal discs, whatever wall law set their radius. For 32 randomly placed discs on a grid of 2048 by 2048 pixels, with the radius chosen so that $A=0.5$, box counting gave dimension 1.97 for the switched area (boxes of 2 to 8 pixels) and 0.94 for the walls (8 to 32 pixels). These are close to 2 and 1, the values for filled regions with smooth edges, and neither is near 1.5. The result holds for boxes small compared with the disc radius, about 144 pixels. For boxes of 64 to 256 pixels, comparable with the radius, such patterns give slopes of about 1.7 for the area and 1.3 for the walls, although nothing in them is fractal.

## Finite width

Now let walls move at constant speed from initial nuclei in a long strip of width $w$. A disc that reaches an edge is cut off there. For a point at distance $y$ from one edge, let $S(y,r)$ be the area within distance $r=vt$ that lies inside the strip. The Poisson argument holds point by point, and $c$ is an average over the width:

$$
1-c=\left\langle e^{-N_0S(y,r)}\right\rangle_y .
$$

For $r\le w$, an edge at distance $y<r$ removes the area $\int_y^r2\sqrt{r^2-u^2}\,du$. Averaging over $y$ and exchanging the order of integration gives the mean loss from one edge,

$$
\frac1w\int_0^r dy\int_y^r2\sqrt{r^2-u^2}\,du
=\frac1w\int_0^r2u\sqrt{r^2-u^2}\,du=\frac{2r^3}{3w}.
$$

The two edges remove separate pieces, so

$$
\langle S\rangle=\pi r^2-\frac{4r^3}{3w}=\pi r^2(1-\varepsilon),\qquad \varepsilon=\frac{4r}{3\pi w}.
$$

At early times, when $N_0r^2\ll1$ and $r\ll w$, $-\ln(1-c)\simeq N_0\langle S\rangle$. Differentiating $\ln\langle S\rangle$ with respect to $\ln r$ gives $2-\varepsilon/(1-\varepsilon)$, or to first order

$$
n\simeq2-\frac{4vt}{3\pi w}.
$$

In the opposite limit, $r\gg w$, the reachable region is nearly a rectangle of length $2r$ and width $w$. Then $S\simeq2rw$ for every $y$, $-\ln(1-c)\simeq2N_0wvt$, and $n\to1$. The exponent starts at 2 and ends at 1, because growth across the strip has ended. It need not fall steadily in between if many nuclei fit across the width, but the rise comes late: for $N_0w^2=10$ it begins only after 99 percent of the area has switched, and for $N_0w^2=3$ it is absent.

Take $w=0.5\ \mu\mathrm{m}$, $N_0=4\ \mu\mathrm{m}^{-2}$ and $v=1\ \mu\mathrm{m}/\mu\mathrm{s}$. Numerical averaging over $y$, followed by the same line fit as before, gives $n=1.69$. The fitted curve now misses $c$ by up to 0.032, so good data could reveal the curvature. That would show that a single power law is inadequate, but it would not by itself identify the cause.

A further limit belongs to nucleation-limited switching. Divide the film into small independent regions, each of which switches completely soon after its first nucleus appears. If a region waits with constant rate $k$, and $k$ varies between regions, then

$$
1-c=\langle e^{-kt}\rangle,\qquad F(t)\equiv-\ln\langle e^{-kt}\rangle .
$$

The derivative $F'$ is the mean of $k$ with weight $e^{-kt}$, and $F''$ is minus the variance of $k$ with that weight. Thus $F'$ never increases, and since $F(0)=0$,

$$
F(t)=\int_0^tF'(s)\,ds\ge tF'(t),\qquad n=\frac{tF'}{F}\le1 .
$$

When the growth time within a region is negligible, a spread in $k$ makes $n<1$ at every $t>0$, and domain shape does not enter this result. A short but finite growth time can still give $n>1$ at the earliest times.

## Real films

The model speed of $1\ \mu\mathrm{m}/\mu\mathrm{s}$ equals 1 m/s. Real wall speeds vary over many orders of magnitude with field, temperature and defects, so neither this value nor the half-switching time of 0.34 µs characterizes ferroelectrics in general. The nucleus density can also be far from typical: if grains 0.1 µm across must each nucleate separately, there are about 100 nuclei per µm², not one. Real capacitors can break the assumption of constant speed, for instance when switching current through a series resistance lowers the voltage on the film. In the power-law model with $d=2$ and $q$ fixed, changing $p$ from 1 to 3/4 lowers $n$ by 0.5. Grain boundaries and defects can break the assumption of uniform nucleation, and a spread of nucleation rates between independent regions can take $n$ below 1.

If nucleation continues during switching, walls that slow with the age of their own domain break the KAI formula itself. In a simulated pattern with the mixed-nucleation values of $N_0$ and $R$, but with radius $1\ \mu\mathrm{m}$ times the square root of the age in µs, fictitious nuclei raised $c$ by at most about 0.01. That figure belongs to this example and is not a general bound.

## What would support a fractal dimension

The exponent becomes informative when the two histories are measured independently. Wall displacement in successive images gives $p$. Counted nuclei give $q$, with one correction: new nuclei are visible only in unswitched area, so the observed rate per total area must be divided by $1-c$ to obtain $R$. If both histories are power laws and the mass of a domain grows as $r^D$, the scaling above, with $d$ replaced by $D$, gives

$$
D=\frac{n-q}{p}.
$$

On a fractal support this applies at early times and as an average over length scales, for the reasons given for the gasket. In the second simulation, where $p=q=1/2$ were known inputs, the fitted slope gives $D=(1.503-0.5)/0.5=2.01$. Reading $n$ itself as the dimension would have given 1.5. An error in $n$ is divided by $p$, so here it doubles: repeated simulations of this size scatter by about 0.015 in $n$ and 0.03 in $D$.

A direct measurement of the domain pattern over a range of length scales is the other route, provided the range lies well above the pixel size and well below the domain size. A noninteger $n$ is a reason to make such measurements. It does not replace them.
